# Uphill Diffusion and Positive Entropy Production in Multicomponent Solutions: a numerical check

```python
"""Multicomponent diffusion: D = M G and its entropy production.

Result under test: in the number-fixed frame J = -(1/Vm) D grad x, with
D = M G, M = Vm*L (L: symmetric positive Onsager matrix), and G the Hessian
of the molar Gibbs energy g after eliminating the last mole fraction.
T*sigma = grad x^T G M G grad x / Vm >= 0, even if a component goes uphill.
Model: ternary solution, g = RT sum x ln x + omega*x1*x2; lattice-frame
fluxes -x_k D*_k/(Vm RT) grad mu_k, D*_k being tracer diffusivities.
SI units inside the program.
"""
import numpy as np
from scipy.constants import R
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

T = 1200.0
RT = R * T
Vm = 1.0e-5
tracer = np.array([1.0e-14, 1.0e-15, 2.0e-15])
omega = 20.0e3
x_mean = np.array([0.2, 0.2, 0.6])
step = np.array([0.02, -0.2])
width = 5.0e-6
length = 100.0e-6


def complete(x):
    """Append the dependent mole fraction."""
    return np.concatenate([x, 1 - x.sum(axis=0, keepdims=True)])


def molar_energy(x, om):
    return RT * (x * np.log(x)).sum(axis=0) + om * x[0] * x[1]


def potentials(x, om):
    excess = om * x[0] * x[1]
    return np.array([RT * np.log(x[0]) + om * x[1] - excess,
                     RT * np.log(x[1]) + om * x[0] - excess,
                     RT * np.log(x[2]) - excess])


def hessian(x, om):
    cross = RT / x[2] + om
    return np.array([[RT / x[0] + RT / x[2], cross],
                     [cross, RT / x[1] + RT / x[2]]])


def mobility(x):
    tail = (1,) * (x.ndim - 1)
    proj = np.eye(3)[:2].reshape((2, 3) + tail) - x[:2, None]
    weight = x * tracer.reshape((3,) + tail) / RT
    return np.einsum('ik...,jk...,k...->ij...', proj, proj, weight)


def species_flux(x, grad_mu):
    """Lattice-frame species law, then shift to the number-fixed frame."""
    d = tracer.reshape((3,) + (1,) * (x.ndim - 1))
    lattice = -x * d / (RT * Vm) * grad_mu
    return lattice - x * lattice.sum(axis=0), lattice


def local_response(x, grad, om):
    """Fluxes from numerically differentiated chemical potentials."""
    full = np.append(grad, -np.sum(grad))
    size = np.abs(full).max()
    e = 1e-5
    dmu = potentials(x + e * full / size, om)
    dmu = dmu - potentials(x - e * full / size, om)
    grad_mu = dmu * size / (2 * e)
    flux, lattice = species_flux(x, grad_mu)
    return flux, lattice, grad_mu


# Chemical potentials and Hessian against derivatives of the energy.
def total_energy(n):
    return n.sum() * molar_energy(n / n.sum(), omega)


for k in range(3):
    dn = 1e-5 * np.eye(3)[k]
    slope = (total_energy(x_mean + dn) - total_energy(x_mean - dn)) / 2e-5
    assert abs(slope - potentials(x_mean, omega)[k]) < 1e-3
G = hessian(x_mean, omega)
e = 5e-4
for i in range(2):
    for j in range(2):
        total = 0.0
        for si in (1, -1):
            for sj in (1, -1):
                y = x_mean[:2] + e * (si * np.eye(2)[i] + sj * np.eye(2)[j])
                total += si * sj * molar_energy(complete(y), omega)
        # finite-difference truncation sets this tolerance
        assert abs(total / (4 * e * e) / G[i, j] - 1) < 3e-4

# Diffusivity matrix measured from species fluxes against M G.
M = mobility(x_mean)
D = M @ G
D_measured = np.column_stack(
    [-Vm * local_response(x_mean, v, omega)[0][:2] for v in np.eye(2)])
assert np.allclose(D_measured, D, rtol=1e-6, atol=0)
GD = G @ D_measured
assert abs(GD[0, 1] - GD[1, 0]) < 1e-6 * np.abs(GD).max()
assert np.linalg.eigvalsh(M).min() > 0
assert np.linalg.eigvalsh(G).min() > 0

# Local uphill flux and entropy production.
grad = step / (2 * width)
flux, lattice, grad_mu = local_response(x_mean, grad, omega)
power = -(flux * grad_mu).sum()
power_lattice = -(lattice * grad_mu).sum()
power_formula = grad @ G @ M @ G @ grad / Vm
assert np.isclose(power, power_formula, rtol=1e-6)
assert np.isclose(power_lattice, power_formula, rtol=1e-6)
assert flux[0] * grad[0] > 0 and power > 0
grad_full = np.append(grad, -grad.sum())
parts = -flux[:2] * (grad_mu[:2] - grad_mu[2])
marker_velocity = -Vm * lattice.sum()

# Ideal control: explicit ideal-solution coefficients and downhill flux.
D_ideal = M @ hessian(x_mean, 0.0)
a, b = x_mean[:2]
d1, d2, d3 = tracer
explicit = np.array([[(1 - a) * d1 + a * d3, a * (d3 - d2)],
                     [b * (d3 - d1), (1 - b) * d2 + b * d3]])
assert np.allclose(D_ideal, explicit, rtol=1e-10, atol=0)
flux_ideal = local_response(x_mean, grad, 0.0)[0]
assert flux_ideal[0] * grad[0] < 0
ratio_ideal = D_ideal[0, 0] / abs(D_ideal[0, 1])
ratio_full = D[0, 0] / abs(D[0, 1])
for factor, uphill in ((0.9, False), (1.1, True)):
    for om, ratio in ((0.0, ratio_ideal), (omega, ratio_full)):
        trial = np.array([1.0, -factor * ratio])
        assert (local_response(x_mean, trial, om)[0][0] > 0) == uphill

# Spinodal: the sign change of det D against the closed condition.
omega_spinodal = brentq(
    lambda om: np.linalg.det(M @ hessian(x_mean, om) * 1e15), 2e4, 9e4)
closed = RT * (np.sqrt((1 / a + 1 / x_mean[2]) * (1 / b + 1 / x_mean[2]))
               - 1 / x_mean[2])
assert np.isclose(omega_spinodal, closed, rtol=1e-9)
omega_unstable = 60.0e3
values, vectors = np.linalg.eig(M @ hessian(x_mean, omega_unstable))
order = np.argsort(values)
values, vectors = values[order], vectors[:, order]
assert values[0] < 0 < values[1]
growing = vectors[:, 0] / np.abs(vectors[:, 0]).max() * 1e4
fl, _, gm = local_response(x_mean, growing, omega_unstable)
power_unstable = -(fl * gm).sum()
assert power_unstable > 0 and fl[:2] @ growing > 0

# Real eigenvalues with the signs of G, and the reachable flux directions.
rng = np.random.default_rng(4)
for trial in range(300):
    n = 2 + trial % 4
    A = rng.normal(size=(n, n))
    mob = A @ A.T + 0.1 * np.eye(n)
    B = rng.normal(size=(n, n))
    hes = B + B.T
    ev = np.linalg.eigvals(mob @ hes)
    assert np.abs(ev.imag).max() < 1e-6 * np.abs(ev).max()
    assert (ev.real > 0).sum() == (np.linalg.eigvalsh(hes) > 0).sum()
nonreciprocal = np.array([[1.0, 3.0], [-3.0, 1.0]])
assert np.abs(np.linalg.eigvals(nonreciprocal).imag).max() > 1


def build_matrices(q, j, f):
    """Positive matrices with hes q = f and mob f = -j."""
    n = len(q)
    hes = np.outer(f, f) / (f @ q) + np.eye(n) * (q @ q) - np.outer(q, q)
    mob = np.outer(j, j) / -(j @ f) + (np.eye(n) * (f @ f)
                                       - np.outer(f, f)) / 2
    return mob, hes


for trial in range(200):
    n = 2 + trial % 3
    q, j = rng.normal(size=(2, n))
    q, j = q / np.linalg.norm(q), j / np.linalg.norm(j)
    mob, hes = build_matrices(q, j, q - j)
    assert np.linalg.eigvalsh(mob).min() > 0
    assert np.linalg.eigvalsh(hes).min() > 0
    assert np.allclose(-mob @ hes @ q, j, atol=1e-7)

q_all = np.array([2.0, 1.0])
M_all = np.array([[2.0, 3.0], [3.0, 5.0]])
G_all = np.array([[2.0, -3.0], [-3.0, 5.0]])
D_all = M_all @ G_all
j_all = -D_all @ q_all
climb = np.append(j_all, -j_all.sum()) * np.append(q_all, -q_all.sum())
assert climb.min() > 0 and D_all[0, 0] < 0
assert np.linalg.eigvalsh(M_all).min() > 0
assert np.linalg.eigvalsh(G_all).min() > 0
power_all = -j_all @ G_all @ q_all
assert power_all > 0

# Closed nonlinear couple, integrated from species potentials.
times = np.concatenate([[0.0], np.geomspace(1e2, 1e7, 101)])


def run_couple(cells, om):
    h = length / cells
    z = (np.arange(cells) + 0.5) * h - length / 2
    start = x_mean[:2, None] + 0.5 * step[:, None] * np.tanh(z / width)

    def rate(t, y):
        x = complete(y[:-1].reshape(2, cells))
        mid = 0.5 * (x[:, 1:] + x[:, :-1])
        gmu = np.diff(potentials(x, om), axis=1) / h
        j = species_flux(mid, gmu)[0][:2]
        change = -Vm * np.diff(np.pad(j, ((0, 0), (1, 1))), axis=1) / h
        gx = np.diff(x[:2], axis=1) / h
        force = np.einsum('ijn,jn->in', hessian(mid, om), gx)
        drift = np.einsum('ijn,jn->in', mobility(mid), force)
        loss = (force * drift).sum() * h / Vm
        return np.append(change.ravel(), loss)

    tol = np.append(np.full(2 * cells, 1e-10), 1e-5)
    sol = solve_ivp(rate, (0, times[-1]), np.append(start.ravel(), 0.0),
                    method='BDF', t_eval=times, rtol=1e-7, atol=tol)
    assert sol.success
    x = sol.y[:-1].reshape(2, cells, -1)
    half = cells // 2
    split = x[:, half:].mean(axis=1) - x[:, :half].mean(axis=1)
    full = complete(x)
    energy = (molar_energy(full, om).sum(axis=0) * h
              - molar_energy(x_mean, om) * length) / Vm
    assert np.abs(x.mean(axis=1) - x_mean[:2, None]).max() < 1e-7
    hs = hessian(full, om)
    assert (hs[0, 0] * hs[1, 1] - hs[0, 1] ** 2).min() > 0
    return split, energy, sol.y[-1]


split, energy, loss = run_couple(100, omega)
# spatial discretization limits the agreement of the two energy accounts
balance_error = np.abs(energy[0] - energy - loss).max() / energy[0]
assert balance_error < 2e-3
assert np.diff(energy).max() < 1e-6 * energy[0]
peak = int(np.argmax(split[0]))
assert split[0, peak] > 1.2 * split[0, 0]
assert abs(split[0, -1]) < 0.01 * split[0, 0]
coarse = run_couple(50, omega)[0]
grid_change = abs(coarse[0].max() / split[0, peak] - 1)
assert grid_change < 0.01
control = run_couple(100, 0.0)[0]
assert np.argmax(control[0]) == 0


def show(label, values, unit, fmt='.4g'):
    text = ', '.join(format(float(v), fmt) for v in np.ravel(values))
    print(f"{label}: {text} {unit}")


show("Temperature", T, "K")
show("RT", RT / 1e3, "kJ/mol", '.4f')
show("Molar volume", Vm, "m^3/mol")
show("Mole fractions x1,x2,x3", x_mean, "")
show("Tracer diffusivities D*1,D*2,D*3", tracer, "m^2/s")
show("Interaction omega12", omega / 1e3, "kJ/mol")
show("G11,G12,G21,G22", G / 1e3, "kJ/mol", '.3f')
show("Eigenvalues of G", np.linalg.eigvalsh(G) / 1e3, "kJ/mol", '.3f')
show("M11,M12,M21,M22", M, "m^2 mol/(J s)")
show("L11,L12,L21,L22", M / Vm, "mol^2/(J m s)")
show("D11,D12,D21,D22", D * 1e15, "1e-15 m^2/s", '.4f')
show("Eigenvalues of D", np.sort(np.linalg.eigvals(D)) * 1e15,
     "1e-15 m^2/s", '.4f')
show("Gradients of x1,x2,x3", grad_full, "1/m")
show("Gradients of mu1-mu3, mu2-mu3", grad_mu[:2] - grad_mu[2], "J/(mol m)")
show("Fluxes J1,J2,J3", flux, "mol/(m^2 s)")
show("Dissipation parts 1,2", parts, "W/m^3")
show("Total dissipation T*sigma", power, "W/m^3")
show("Entropy production sigma", power / T, "W/(m^3 K)")
show("Lattice (marker) velocity", marker_velocity, "m/s")
show("Uphill threshold |grad x2/grad x1|", ratio_full, "")
show("omega12=0: D11,D12,D21,D22", D_ideal * 1e15, "1e-15 m^2/s", '.4f')
show("omega12=0: flux J1", flux_ideal[0], "mol/(m^2 s)")
show("omega12=0: uphill threshold", ratio_ideal, "")
show("Spinodal omega12", omega_spinodal / 1e3, "kJ/mol", '.3f')
show("Unstable case omega12", omega_unstable / 1e3, "kJ/mol")
show("Unstable case eigenvalues of D", values * 1e15, "1e-15 m^2/s", '.4f')
show("Unstable case gradients of x1,x2", growing, "1/m")
show("Unstable case dissipation", power_unstable, "W/m^3")
show("All-uphill M (row by row)", M_all, "(dimensionless)")
show("All-uphill G (row by row)", G_all, "(dimensionless)")
show("All-uphill D (row by row)", D_all, "(dimensionless)")
show("All-uphill eigenvalues of D", np.sort(np.linalg.eigvals(D_all)),
     "(dimensionless)")
show("All-uphill gradient q1,q2", q_all, "(dimensionless)")
show("All-uphill flux J1,J2", j_all, "(dimensionless)")
show("All-uphill products J_k q_k, k=1,2,3", climb, "(dimensionless)")
show("All-uphill dissipation", power_all, "(dimensionless)")
show("Couple length, profile width w", [length * 1e6, width * 1e6], "um")
show("Couple steps in x1,x2 (right-left)", step, "")
print("Couple: right-half mean minus left-half mean, excess free energy")
for target in (0.0, 1e4, 1e5, 1e6, 1e7):
    i = int(np.argmin(np.abs(times - target)))
    print(f"  t={times[i]:.0f} s: dx1={split[0, i]:.5f}, "
          f"dx2={split[1, i]:.5f}, F={energy[i]:.3f} J/m^2")
show("Peak dx1", split[0, peak], "", '.5f')
show("Time of peak dx1 (sampled)", times[peak], "s", '.3g')
show("Free energy at peak dx1", energy[peak], "J/m^2", '.2f')
show("Integrated dissipation to end", loss[-1], "J/m^2", '.2f')
show("Largest energy-balance error / initial F", balance_error, "", '.2g')
show("Relative change of peak on coarser grid", grid_change, "", '.2g')
i5 = int(np.argmin(np.abs(times - 1e5)))
show("omega12=0 couple: dx1 at 0 and 1e5 s", control[0, [0, i5]], "", '.5f')
print("verified")
```

Running it gives:

```
Temperature: 1200 K
RT: 9.9774 kJ/mol
Molar volume: 1e-05 m^3/mol
Mole fractions x1,x2,x3: 0.2, 0.2, 0.6 
Tracer diffusivities D*1,D*2,D*3: 1e-14, 1e-15, 2e-15 m^2/s
Interaction omega12: 20 kJ/mol
G11,G12,G21,G22: 66.516, 36.629, 36.629, 66.516 kJ/mol
Eigenvalues of G: 29.887, 103.145 kJ/mol
M11,M12,M21,M22: 1.339e-19, -3.047e-20, -3.047e-20, 2.566e-20 m^2 mol/(J s)
L11,L12,L21,L22: 1.339e-14, -3.047e-15, -3.047e-15, 2.566e-15 mol^2/(J m s)
D11,D12,D21,D22: 7.7906, 2.8781, -1.0868, 0.5906 1e-15 m^2/s
Eigenvalues of D: 1.0550, 7.3262 1e-15 m^2/s
Gradients of x1,x2,x3: 2000, -2e+04, 1.8e+04 1/m
Gradients of mu1-mu3, mu2-mu3: -5.995e+08, -1.257e+09 J/(mol m)
Fluxes J1,J2,J3: 4.198e-06, 1.399e-06, -5.597e-06 mol/(m^2 s)
Dissipation parts 1,2: 2517, 1758 W/m^3
Total dissipation T*sigma: 4275 W/m^3
Entropy production sigma: 3.563 W/(m^3 K)
Lattice (marker) velocity: -1.884e-11 m/s
Uphill threshold |grad x2/grad x1|: 2.707 
omega12=0: D11,D12,D21,D22: 8.4000, 0.2000, -1.6000, 1.2000 1e-15 m^2/s
omega12=0: flux J1: -1.28e-06 mol/(m^2 s)
omega12=0: uphill threshold: 42 
Spinodal omega12: 49.887 kJ/mol
Unstable case omega12: 60 kJ/mol
Unstable case eigenvalues of D: -0.5583, 6.5020 1e-15 m^2/s
Unstable case gradients of x1,x2: -1e+04, 8659 1/m
Unstable case dissipation: 91.1 W/m^3
All-uphill M (row by row): 2, 3, 3, 5 (dimensionless)
All-uphill G (row by row): 2, -3, -3, 5 (dimensionless)
All-uphill D (row by row): -5, 9, -9, 16 (dimensionless)
All-uphill eigenvalues of D: 0.09167, 10.91 (dimensionless)
All-uphill gradient q1,q2: 2, 1 (dimensionless)
All-uphill flux J1,J2: 1, 2 (dimensionless)
All-uphill products J_k q_k, k=1,2,3: 2, 2, 9 (dimensionless)
All-uphill dissipation: 1 (dimensionless)
Couple length, profile width w: 100, 5 um
Couple steps in x1,x2 (right-left): 0.02, -0.2 
Couple: right-half mean minus left-half mean, excess free energy
  t=0 s: dx1=0.01862, dx2=-0.18617, F=2795.941 J/m^2
  t=10000 s: dx1=0.02527, dx2=-0.18081, F=2604.257 J/m^2
  t=100000 s: dx1=0.04084, dx2=-0.15554, F=1867.574 J/m^2
  t=1000000 s: dx1=0.02540, dx2=-0.05966, F=262.192 J/m^2
  t=10000000 s: dx1=0.00000, dx2=-0.00001, F=0.000 J/m^2
Peak dx1: 0.04704 
Time of peak dx1 (sampled): 2.51e+05 s
Free energy at peak dx1: 1291.72 J/m^2
Integrated dissipation to end: 2795.68 J/m^2
Largest energy-balance error / initial F: 9.3e-05 
Relative change of peak on coarser grid: 0.00017 
omega12=0 couple: dx1 at 0 and 1e5 s: 0.01862, 0.00916 
verified
```
